# The Born Effective Charge as One Mixed Second Derivative, part 2

Displacing one sublattice of an insulating crystal changes its polarization, and a field exerts forces on its ions. One tensor, the Born effective charge $Z_{ab}$, describes both. We now test this equality in a model crystal.

Charges are in units of the positive elementary charge $e$, so an electron has charge $-1$. Energies are in eV, lengths in nm, fields in V/nm. The neutral cell has fixed edges and volume $\Omega$. The vector $\mathbf u$ displaces one sublattice, with one atom per cell, while all other ions are clamped. $\boldsymbol{\mathcal E}$ is the total macroscopic field, $\mathbf F$ the force per atom, and $\mathbf P=\mathbf p/\Omega$ the polarization. The cell dipole is

$$\mathbf p=\sum_i Q_i\mathbf R_i-2\sum_n\bar{\mathbf r}_n ,$$

with ion charges $Q_i$ at $\mathbf R_i$ and centres $\bar{\mathbf r}_n$ of the Wannier functions (localized combinations of occupied orbitals), each holding two electrons.

Let $W$ be the energy per cell without the macroscopic field and $\xi$ the electronic parameters. The electric enthalpy $G$ is defined by

$$g(\mathbf u,\boldsymbol{\mathcal E},\xi)=W(\mathbf u,\xi)-\boldsymbol{\mathcal E}\cdot\mathbf p(\mathbf u,\xi),\qquad
G(\mathbf u,\boldsymbol{\mathcal E})=\min_\xi g .$$

Stationarity, $\partial g/\partial\xi=0$ at the minimum, gives

$$F_b=-\frac{\partial G}{\partial u_b}=-\frac{\partial g}{\partial u_b},$$

$$\boxed{Z_{ab}\equiv\Omega\left(\frac{\partial P_a}{\partial u_b}\right)_{\boldsymbol{\mathcal E}}
=\left(\frac{\partial F_b}{\partial\mathcal E_a}\right)_{\mathbf u}
=-\frac{\partial^2G}{\partial\mathcal E_a\,\partial u_b}}$$

The first index belongs to polarization and field, the second to displacement and force. Over the sublattices $\kappa$,

$$\sum_\kappa Z_{\kappa,ab}=0 .$$

For an open-circuit film with normal $x$ and $\mathcal E_y=\mathcal E_z=0$, $D_x=\varepsilon_0\mathcal E_x+P_x$ is fixed. With the clamped-ion permittivity $\varepsilon_{xx}=1+\varepsilon_0^{-1}\partial P_x/\partial\mathcal E_x$,

$$\frac{d\mathcal E_x}{du_b}=-\frac{Z_{xb}}{\varepsilon_0\varepsilon_{xx}\Omega},$$

$$\varepsilon_0\left(\frac{\partial F_b}{\partial D_x}\right)_{\mathbf u}=\frac{Z_{xb}}{\varepsilon_{xx}}=\Omega\left(\frac{\partial P_x}{\partial u_b}\right)_{D_x}.$$

Once the potential drop across a film exceeds roughly the gap, electrons can lower the energy by moving between its faces. $G$ then refers to the polarized state before this transfer, which must live long enough to be useful.

Q: I want a case in which all this could fail.

A: Take a rectangular cell with edges 0.30, 0.28 and 0.30 nm, so $\Omega=0.0252$ nm³. A cation A at the origin has an s orbital and core charge $2$. An anion B at $\boldsymbol\tau=(0.13,0.11)$ nm has a p orbital and core charge $0$. Two electrons per cell occupy these orbitals, and we displace B.

The p orbital points along a fixed unit vector $\hat{\mathbf a}$, at 75° from $x$. Each A couples to four B atoms, at $\mathbf v=\boldsymbol\tau+\mathbf R$, where $\mathbf R$ is zero, minus one edge along $x$, along $y$, or along both. With $d=|\mathbf v|$,

$$t(\mathbf v)=t_0\,\frac{\hat{\mathbf a}\cdot\mathbf v}{d}\,e^{(d_0-d)/\lambda},$$

where $t_0=3.5$ eV, $d_0=0.16$ nm and $\lambda=0.08$ nm. The bare level of A lies 12 eV above that of B. Two electrons on one site repel with $U=4$ eV. In mean field, equal spin populations $n/2$ give the energy $U(n/2)^2=Un^2/4$, and its derivative raises the level by $Un/2$. The position operator is diagonal in the orbitals. No long-range Coulomb interaction is included, so an applied potential gives the total field directly.

Q: Is that structure in equilibrium?

A: Not by these terms alone. One may add a core repulsion that depends on $\mathbf u$ but not on the field or the electrons, chosen to balance the force. It drops out of every derivative with respect to the field, so $Z$ is unaffected.

Q: How do you obtain the polarization without a film?

A: From the Wannier centre. Let $f(\mathbf k)=\sum_{\mathbf R}t\,e^{i\mathbf k\cdot\mathbf R}$ couple the orbitals, and let the lower band have the coefficients $c(\mathbf k)=(c_A,c_B)$. The Wannier amplitudes are $w_{\mathbf R}=\langle e^{i\mathbf k\cdot\mathbf R}c(\mathbf k)\rangle$, with the average taken over $\mathbf k$. Here $c_B$ can be chosen real and positive, which makes $c$ smooth and periodic. Use $R_xe^{i\mathbf k\cdot\mathbf R}=-i\partial_{k_x}e^{i\mathbf k\cdot\mathbf R}$ and integrate by parts; periodicity removes the boundary term:

$$R_xw_{\mathbf R}=\langle e^{i\mathbf k\cdot\mathbf R}\,i\partial_{k_x}c\rangle,\qquad
\bar R_x=\sum_{\mathbf R}R_x|w_{\mathbf R}|^2=\langle c^\dagger i\partial_{k_x}c\rangle .$$

The second equation is Parseval's theorem, and its right side is the Berry phase form. Within its cell, A sits at the origin and B at $\boldsymbol\tau$. With $n_B$ electrons on B and core charge zero,

$$\mathbf p=-n_B\boldsymbol\tau-2\bar{\mathbf R}.$$

Q: And the force?

A: Let $b_{\mathbf v}$ be the factor multiplying $t(\mathbf v)$ in the energy: the sum over both spins of the A–B coherence and its complex conjugate. By stationarity only the explicit dependence on $\mathbf u$ counts, so

$$\mathbf F_B=-\sum_{\mathbf v}b_{\mathbf v}\nabla t(\mathbf v)-n_B\boldsymbol{\mathcal E}.$$

From $\nabla(\hat{\mathbf a}\cdot\mathbf v)=\hat{\mathbf a}$ and $\nabla d=\mathbf v/d$, the product rule gives

$$\nabla t=t_0e^{(d_0-d)/\lambda}\left[\frac{\hat{\mathbf a}}{d}-(\hat{\mathbf a}\cdot\mathbf v)\,\mathbf v\left(\frac1{d^3}+\frac1{\lambda d^2}\right)\right].$$

The force was computed on the central B of a film 13 cells thick, in a real linear potential of $\pm0.1$ V/nm, or $\pm1$ MV/cm. The polarization was computed in the periodic crystal with B moved by $\pm0.2$ pm. One calculation contains no Berry phase and the other contains no field.

Q: What came out?

A: The gap is 8.86 eV, and B holds 1.838 electrons. In units of $e$, with rows for the first index, polarization and force both give

$$Z_B=\begin{pmatrix}-2.345&-0.184\\-0.276&-2.061\end{pmatrix}.$$

Their largest difference is $8.5\times10^{-7}\,e$. A mixed finite difference of the film enthalpy reproduces the first row to the five printed decimals. The force on A gives the opposite tensor, as the sum rule demands. The unequal off-diagonal elements, $Z_{xy}-Z_{yx}=0.0925$, mean that an exchange of indices would have shown.

Q: Only 1.84 electrons sit on B, and no more than two exist per cell. How can its charge be $-2.34$?

A: Because moving B also pumps charge along the bonds. To leading order in $t/\Delta$, where $\Delta$ is the level difference including repulsion, this can be followed by hand. From the populations,

$$\Delta=12-\tfrac42(1.838-0.162)=8.65\ \text{eV}.$$

The lower band has $c_A\approx-f/\Delta$. Each electron then has probability $(t/\Delta)^2$ on the A reached from B by $-\mathbf v$. With $q_{\mathbf v}=2(t/\Delta)^2$ for two electrons,

$$\mathbf p\approx-2\boldsymbol\tau+\sum_{\mathbf v}q_{\mathbf v}\mathbf v .$$

Differentiate at fixed $\Delta$. Since $\partial q/\partial u_b=2q\,\partial\ln|t|/\partial v_b$,

$$Z_{ab}\approx-\Big(2-\sum q\Big)\delta_{ab}+\sum2q\,v_a\left[\frac{a_b}{\hat{\mathbf a}\cdot\mathbf v}-v_b\left(\frac1{d^2}+\frac1{\lambda d}\right)\right].$$

The first term is the static charge. For this geometry the last one, summed over the bonds, is negative for $a=b$. The main reason is that lengthening a bond weakens the hopping, and electrons return from A to B; the changing angle to the orbital modifies this from bond to bond. They travel the full bond length, so even a small transfer makes a sizeable dipole.

For the shortest bond $d=0.170$ nm, $t=2.53$ eV and $q=0.171$. The four bonds together give $\sum q=0.246$, and the two terms for $Z_{xx}$ are $-1.75$ and $-0.83$. Their sum, $-2.58$, exceeds the full value in magnitude by 10%, but the two errors partly cancel. In the full calculation the static term is $-1.838$ and the flow term $-0.506$, so the estimated flow, $-0.83$, is about 64% too large. The leading order explains the sign and the order of magnitude of the extra charge, no more.

Q: Does it also explain the asymmetry?

A: Yes. The part with $v_av_b$ is symmetric, and the part with $v_aa_b$ is not:

$$Z_{xy}-Z_{yx}\approx\sum_{\mathbf v}2q\,\frac{v_xa_y-v_ya_x}{\hat{\mathbf a}\cdot\mathbf v}.$$

In the order in which the bonds were listed, this is $0.237-0.066-0.082+0.038=0.127$. The full calculation gives $0.0925$. The sign is right, and the estimate is 37% too large relative to the full value. In this model the asymmetry comes, at leading order, from the fixed direction of the orbital.

Q: Where does the extra charge appear on the force side?

A: In the bond factors $b_{\mathbf v}$. For a field along $x$, the population term gives $-1.838$ of $Z_{xx}$. The remaining $-2.345+1.838=-0.506$, taken from the unrounded values, is the change of the $b_{\mathbf v}$ with field, multiplied by the hopping gradients.

Q: How much does self-consistency matter?

A: With the levels frozen during the displacement, $Z_{xx}$ is $-2.364$ instead of $-2.345$, a change of 0.8%. For $Z_{yx}$ the values are $-0.288$ and $-0.276$, a change of 4%. The effect is modest for this repulsion and this gap; that is no rule for other solids.

Q: Put the charge into laboratory units.

A: Move the B sublattice by 1 pm along $x$ at fixed field. Then

$$\Delta P_x=\frac{-2.3447\times0.001}{0.0252}=-0.0930\ e/\text{nm}^2=-1.49\ \mu\text{C/cm}^2,$$

since $1\,e/\text{nm}^2=16.02\ \mu\text{C/cm}^2$. The $y$ component uses $Z_{yx}$ and is $-0.176\ \mu$C/cm².

Now clamp the ions and apply 1 MV/cm along $x$. The force on each B changes by

$$\Delta F_x=-2.3447\times0.1=-0.2345\ \text{eV/nm}=-37.6\ \text{pN}.$$

Its $y$ component uses $Z_{xy}$ and is $-2.9$ pN.

Q: And the open-circuit film?

A: The model has $\varepsilon_{xx}=1.430$, so $Z_{xx}/\varepsilon_{xx}=-2.345/1.430=-1.640$. A film solved self-consistently at fixed $D_x$ gives $-1.640$ from the polarization, and the force per unit $D_x$ gives the same. The slope of the internal field is 11.8 MV/cm per pm. A rigid displacement of 1 pm at open circuit would thus create a field of the order of the breakdown field of good silica, roughly 10 MV/cm.

Q: Such fields are not small. Is the linear charge still meaningful?

A: For the force in this model, yes. The force change divided by the field is $-2.3444$ at 1 MV/cm and $-2.3414$ at 10 MV/cm. Relative to the zero-field slope the deviations are 0.01% and 0.14%.

The lifetime of the polarized state is the other concern. At 1 MV/cm the potential drop equals the gap at a thickness of $8.86/0.1=89$ nm, so thicker films have no true ground state of this kind. The tunnelling probability scales as $e^{-B}$ with $B=2\int\kappa\,dx$, where $\kappa$ is the decay constant in the forbidden region. For band-to-band tunnelling I take the model's gap, a two-band $\kappa$ and an assumed reduced mass of 0.25 electron masses, meant for an oxide with wider bands. This gives $B=750$ at 1 MV/cm and 75 at 10 MV/cm. The model's own bands are flatter along $x$, with a reduced mass of about 2.7 electron masses at the band edges, and would give a larger $B$. For injection from an electrode by tunnelling through a triangular barrier of roughly 3 eV, with mass 0.5, $B$ is 251 and 25. By these exponents injection is the nearer limit.

Q: And at the temperature of a working chip?

A: Treat the relative motion as one oscillator with rough values: spring constant $K=800$ eV/nm² and mass 10 u. Its quantum is $\hbar\omega=57.8$ meV. Half of the mean energy is potential, so

$$\langle u^2\rangle=\frac{\hbar\omega}{2K}\coth\frac{\hbar\omega}{2k_BT},$$

which gives an rms displacement of 7.1 pm at 378 K. Evaluating $Z_{xx}$ at plus and minus this displacement along $x$ shifts its mean by $0.003\,e$, with a spread of $\pm0.042\,e$. That is about 0.1% and 1.8% of $Z_{xx}$. This estimate moves the whole B sublattice together; it does not cover thermal motion that differs from cell to cell.

Q: How far is all this from a real interlayer dielectric?

A: The gap, the bond length and the fields lie in the rough regime of silica, but the charge is no prediction for it. Silica has two oxygens per silicon and several orbitals on each atom. Its electronic permittivity is roughly 2.1, so the model's 1.43 is far too low. The model also omits the long-range dipolar part of the local field. For non-overlapping ions at cubic sites the local field is $\mathcal E+P/3\varepsilon_0=\mathcal E(\varepsilon+2)/3$, which would raise the force by a factor of about 1.37 for a permittivity of 2.1. That factor presumes ions that polarize as point dipoles. It does not carry over to this model, where the polarization is charge flowing between sites. Adding the unscreened Coulomb interaction between the site charges, with the level difference kept at 8.65 eV, changes $Z_{xx}$ by less than 1%. It changes $Z_{yy}$ from $-2.06$ to about $-1.95$ and moves $Z_{xy}$ from $-0.18$ to nearly zero. The off-diagonal elements are thus sensitive to the omitted interaction, and real bonds, which overlap, follow neither picture exactly. Real films are also amorphous and often porous, so each atom has its own tensor. In a stack of layers without free charge at the interfaces, the normal component of $D$ is common to all layers. If it is held fixed, the relevant charge is $Z/\varepsilon$, smaller by a factor of 1.43 in this model.

Q: Why should someone who wants a low permittivity care about this tensor?

A: Because it sets the ionic part. Let the ions relax in a field, with a force-constant matrix $K$ for the displacement of B relative to A at fixed field. Equilibrium requires $\sum_a\mathcal E_aZ_{ab}=\sum_cK_{bc}u_c$. Solving for $\mathbf u$ and inserting it into $\Delta P_a=\sum_bZ_{ab}u_b/\Omega$ gives

$$\Delta\varepsilon_{aa'}=\frac1{\varepsilon_0\Omega}\sum_{bc}Z_{ab}(K^{-1})_{bc}Z_{a'c}.$$

One factor $Z$ is the force exerted by the field, the other the polarization made by the displacement. Because they are the same tensor, $\Delta\varepsilon$ is symmetric and, for a stable lattice, never negative along any direction. At fixed $K$ and $\Omega$, an overall scale of $Z$ that is 10% too large makes the ionic permittivity 21% too large. The remaining digits are in the numerical output.

## Computed results

```
cell edges: 0.30 0.28 0.30 nm
cell volume: 0.0252 nm^3
B relative to A: 0.13 0.11 nm
shortest bond: 0.1703 nm
bare level difference: 12.0 eV
on-site repulsion: 4.0 eV
hopping T0: 3.5 eV, D0 0.16 nm, decay 0.08 nm
p-orbital direction: 75 degrees from x
core charges A, B: 2 0 e
gap: 8.859 eV
electrons on A, B: 0.1617 1.8383
static charge of B: -1.8383 e
Wannier cell shift x, y: 0.01171 0.01818 cells
Z of B, polarization, xx xy: -2.34469 -0.18387 e
Z of B, polarization, yx yy: -0.27634 -2.06096 e
Z of B, force, xx xy: -2.34469 -0.18387 e
Z of B, force, yx yy: -0.27634 -2.06096 e
Z of B, enthalpy, xx xy: -2.34469 -0.18387 e
largest difference, polarization-force: 8.5e-07 e
Z_xy - Z_yx: 0.0925 e
Z of A, force, xx xy: 2.34469 0.18387 e
Z of A, force, yx yy: 0.27634 2.06096 e
frozen levels, xx xy: -2.3641 -0.1892 e
frozen levels, yx yy: -0.2880 -2.0642 e
P change x, y for B moved 1 pm on x: -1.4907 -0.1757 uC/cm2
force change x, y on B at 1 MV/cm on x: -0.2345 -0.0184 eV/nm
same force change: -37.57 -2.95 pN
clamped-ion eps_xx: 1.4296
fixed D, polarization: -1.6401 -0.1286 e
fixed D, force: -1.6401 -0.1286 e
open-circuit field per pm on x: 11.777 MV/cm
one-sided Z_xx at 1 MV/cm: -2.34437 e
one-sided Z_xx at 10 MV/cm: -2.34141 e
thickness where e E L = gap, 1 MV/cm: 88.6 nm
tunnelling pair mass, barrier mass: 0.25 0.5 m_e
electrode barrier: 3.0 eV
band tunnelling exponent at 1 MV/cm: 750.3
injection exponent at 1 MV/cm: 251.0
band tunnelling exponent at 10 MV/cm: 75.0
injection exponent at 10 MV/cm: 25.1
spring 800 eV/nm^2, mass 10 u, T 378 K
vibration quantum: 57.8 meV
rms displacement: 7.13 pm
thermal mean shift of Z_xx: 0.0034 e
thermal spread of Z_xx: 0.0424 e
dipolar local-field factor (eps+2)/3: 1.143
```
